\section*{Radial diffusion of a vacancy filament and its retention time}

\section*{Question}

I am working on retention loss in a filamentary resistive memory. The exercise says that a conducting filament is a cylinder of radius $a$, uniformly filled with oxygen vacancies at concentration $C_0$, and that it dissolves by radial diffusion. I have to show that the concentration on the axis ``falls as''
\[
1-\exp\!\left(-\frac{a^2}{4Dt}\right)
\]
and then extract $D$ from a measured retention time.

I have three difficulties. First, separating variables in cylindrical coordinates gives me an integral over Bessel functions that I cannot reduce to this form. Second, diffusion conserves the number of vacancies. If each vacancy contributes equally to the conductance, why does the device fail at all? Third, my data consist of one number: the low-resistance state is lost after $10^5$ s in a bake at $250\,^\circ$C. The film is hafnium oxide, 5 nm thick, and I take $a=2.5$ nm. Is that enough to obtain $D$, and how far should I trust it?

\section*{Answer}

The formula is correct for the model described below, and it follows more easily from point sources than from separation of variables. The retention time alone is not enough: you also need the fraction of $C_0$ at which conduction is lost.

\subsection*{The model}

Let the vacancies be neutral and independent, with a constant diffusion coefficient $D$. There is no bias during the bake, and vacancies are neither created nor annihilated. The oxide is laterally unbounded, and the electrodes at $z=0$ and $z=L$ let no vacancies through. The initial state is uniform in $z$ and the electrodes impose $\partial C/\partial z=0$, so a solution independent of $z$ satisfies every condition. The problem is then two-dimensional:
\begin{equation}
\frac{\partial C}{\partial t}=D\left(\frac{\partial^2 C}{\partial x^2}+\frac{\partial^2 C}{\partial y^2}\right),\qquad
C(r,0)=\begin{cases}C_0,& r<a\\ 0,& r>a.\end{cases}
\label{eq:model}
\end{equation}

\subsection*{The spreading of a point source}

In one dimension, a plane wave $e^{ikx}$ put into the diffusion equation decays as $e^{-Dk^2t}$. A unit point source is $\delta(x)=\frac{1}{2\pi}\int e^{ikx}dk$, so at time $t$ it has become
\begin{align}
g(x,t)&=\frac{1}{2\pi}\int_{-\infty}^{\infty}e^{ikx-Dk^2t}\,dk \nonumber\\
&=\frac{e^{-x^2/4Dt}}{2\pi}\int_{-\infty}^{\infty}
\exp\!\left[-Dt\left(k-\frac{ix}{2Dt}\right)^2\right]dk
=\frac{e^{-x^2/4Dt}}{\sqrt{4\pi Dt}} .
\end{align}
The second line completes the square. Shifting the contour to the real axis leaves the Gaussian integral $\sqrt{\pi/Dt}$. In the plane, the product of the $x$ and $y$ solutions solves Eq.~\eqref{eq:model} and starts from $\delta(x)\delta(y)$. With $\rho^2=x^2+y^2$,
\begin{equation}
G(\rho,t)=\frac{1}{4\pi Dt}\,e^{-\rho^2/4Dt}.
\label{eq:G}
\end{equation}

\subsection*{The concentration on the axis}

The equation is linear, so the filament is a sum of point sources over the disc. Every source at radius $s$ is at the same distance $s$ from the axis, which makes the angular integral just $2\pi$:
\begin{equation}
C(0,t)=C_0\int_0^a \frac{e^{-s^2/4Dt}}{4\pi Dt}\,2\pi s\,ds
=C_0\int_0^a e^{-s^2/4Dt}\,\frac{s\,ds}{2Dt}.
\end{equation}
Put $u=s^2/4Dt$, so that $du=s\,ds/2Dt$:
\begin{equation}
C(0,t)=C_0\int_0^{a^2/4Dt}e^{-u}\,du
=C_0\left[1-\exp\!\left(-\frac{a^2}{4Dt}\right)\right].
\label{eq:axis}
\end{equation}
This is the required law. It does fall with time, because $a^2/4Dt$ decreases.

For $4Dt\ll a^2$, the fractional loss on the axis is $e^{-a^2/4Dt}$. It is very small at first, because the empty region is a distance $a$ away. For $4Dt\gg a^2$, expanding the exponential gives
\begin{equation}
\frac{C(0,t)}{C_0}\simeq\frac{a^2}{4Dt}.
\label{eq:tail}
\end{equation}
This is the point-source result: $\pi a^2C_0$ vacancies per unit length, multiplied by $G(0,t)=1/4\pi Dt$.

\subsection*{Why the device fails although vacancies are conserved}

The number of vacancies per unit length, $N=\int_0^\infty 2\pi r\,C\,dr$, obeys
\begin{equation}
\frac{dN}{dt}=2\pi D\int_0^\infty\frac{\partial}{\partial r}\!\left(r\frac{\partial C}{\partial r}\right)dr
=2\pi D\left[r\frac{\partial C}{\partial r}\right]_0^\infty=0 .
\end{equation}
If the local conductivity were $\kappa C$ with constant $\kappa$, the conductance would be $\kappa N/L$ and would not change. Your objection is therefore right for linear conduction. Failure by spreading needs a nonlinear dependence in which, over at least part of the range, dilution lowers the conductivity more than in proportion. The simplest choice is a threshold: material conducts where $C>fC_0$, with $0<f<1$, and not elsewhere.

To connect this threshold to the axis, we need to know that the axis is the point of highest concentration. Take a point at distance $r$ along $x$. Since $G$ depends on the difference between field point $\mathbf r$ and source point $\mathbf s$, $\partial G/\partial x=-\partial G/\partial s_x$. The divergence theorem turns the disc integral into one over its edge, where the outward normal has $x$ component $\cos\varphi$:
\begin{align}
\frac{\partial C}{\partial r}
&=-C_0\int_{\rm disc}\frac{\partial G}{\partial s_x}\,d^2s
=-C_0\int_0^{2\pi}G\,\cos\varphi\;a\,d\varphi \nonumber\\
&=-\frac{C_0a}{4\pi Dt}\,e^{-(r^2+a^2)/4Dt}
\int_0^{2\pi}\cos\varphi\;e^{(ra/2Dt)\cos\varphi}\,d\varphi \nonumber\\
&=-\frac{C_0a}{2Dt}\,e^{-(r^2+a^2)/4Dt}\,I_1\!\left(\frac{ra}{2Dt}\right).
\label{eq:grad}
\end{align}
The second line uses the squared distance $r^2+a^2-2ra\cos\varphi$, and the last uses $I_1(q)=\frac{1}{2\pi}\int_0^{2\pi}\cos\varphi\,e^{q\cos\varphi}d\varphi$. For $q>0$, pairing $\varphi$ with $\pi-\varphi$ gives terms $\cos\varphi\,(e^{q\cos\varphi}-e^{-q\cos\varphi})\ge0$, so $I_1(q)>0$. Hence $C$ decreases outwards for every $t>0$, and the last conducting point is on the axis. The conducting core vanishes when $C(0,t)=fC_0$.

The core need not shrink from the beginning. Just after the start, the edge looks flat on the scale of the diffusion length, and $C(a)$ is close to $C_0/2$. For $f<1/2$ the core therefore widens first and disappears later.

\subsection*{Extracting $D$}

Let $t_R$ be the time at which the core vanishes. Equation~\eqref{eq:axis} gives
\begin{align}
1-e^{-a^2/4Dt_R}&=f
\;\Rightarrow\;
\frac{a^2}{4Dt_R}=\ln\frac{1}{1-f} \nonumber\\
&\Rightarrow\;
D=\frac{a^2}{4t_R\ln[1/(1-f)]}.
\label{eq:D}
\end{align}
Taking the logarithm and differentiating shows how errors in the inputs enter:
\begin{equation}
\frac{dD}{D}=2\frac{da}{a}-\frac{dt_R}{t_R}
-\frac{df}{(1-f)\ln[1/(1-f)]}.
\label{eq:sens}
\end{equation}

You have not given $f$, so I take $f=0.5$ as a round choice. Then $\ln 2=0.6931$ and
\begin{equation}
D=\frac{(2.5\ \mathrm{nm})^2}{4\,(10^5\ \mathrm{s})(0.6931)}
=2.25\times10^{-5}\ \mathrm{nm^2/s}
=2.25\times10^{-19}\ \mathrm{cm^2/s}.
\end{equation}
The conversion is $1\ \mathrm{nm^2}=10^{-14}\ \mathrm{cm^2}$. With the same $a$ and $t_R$, $f=0.3$ gives $4.4\times10^{-5}$ and $f=0.7$ gives $1.3\times10^{-5}\ \mathrm{nm^2/s}$. The unknown threshold alone thus leaves a factor of about 3.4 between these two choices. A 10\% error in $a$ adds about 20\%.

For $f=0.5$, $e^{-a^2/4Dt_R}=1/2$, so the axial law becomes $C(0,t)/C_0=1-2^{-t_R/t}$. It gives 0.9990 at $0.1\,t_R$, 0.75 at $0.5\,t_R$ and 0.293 at $2t_R$. A direct finite-volume solution of the radial equation, started from the sharp cylinder, agrees with the formula to within $10^{-4}$ at $0.1$, $0.5$, $1$, $2$ and $10\,t_R$. The late-time form \eqref{eq:tail} would give $D=a^2/4ft_R=3.1\times10^{-5}\ \mathrm{nm^2/s}$, which is 39\% above the result of the full law. At failure $a^2/4Dt_R=0.69$, which is not small.

The definition of the measured time matters too. The core radius is 1.93 nm at $0.5\,t_R$ and 0.93 nm at $0.9\,t_R$. If the core has uniform conductivity, its conductance at $0.9\,t_R$ is $(0.93/2.5)^2\approx14\%$ of the initial value. A test that declares failure at 14\% therefore records $0.9\,t_R$. Putting that time into Eq.~\eqref{eq:D} makes $D$ too large by $1/0.9$, or 11\%.

\subsection*{If the electrodes absorb vacancies}

Blocking electrodes are a strong assumption for a film only 5 nm thick. In the opposite limit, both electrodes are perfect sinks, $C=0$ at $z=0$ and $z=L$. Try $C=C_{\rm rad}(r,t)\,S(z,t)$, where $C_{\rm rad}$ is the radial solution and $\partial S/\partial t=D\,\partial^2S/\partial z^2$. Then
\[
\frac{\partial C}{\partial t}=S\,D\nabla_{xy}^2C_{\rm rad}+C_{\rm rad}\,D\frac{\partial^2S}{\partial z^2}=D\nabla^2C,
\]
so the product is a solution. The initial value $S=1$ has the sine series $\sum_{m\ \rm odd}(4/m\pi)\sin(m\pi z/L)$, and each term decays as $e^{-m^2\pi^2Dt/L^2}$. At mid-height, with $m=2k+1$ and $\sin(m\pi/2)=(-1)^k$,
\begin{equation}
S(L/2,t)=\frac4\pi\sum_{k=0}^{\infty}\frac{(-1)^k}{2k+1}
\exp\!\left[-\frac{(2k+1)^2\pi^2Dt}{L^2}\right].
\end{equation}
For the $D$ found above, $Dt_R=2.254\ \mathrm{nm^2}$ and the first exponent is $\pi^2(2.254)/25=0.89$. This gives $S=0.52$: the mid-height concentration would be about half of what the radial law predicts. Requiring the product to equal $f=0.5$ at the measured time gives $D=1.4\times10^{-5}\ \mathrm{nm^2/s}$, or 0.61 of the first value. This refers to mid-height, which is the last section to fail. The current crosses all sections in series, and those nearer a sink fail sooner. If failure is set by a section 1 nm from a sink, the same condition gives 0.34 of the first value; at 0.5 nm it gives 0.12, and the ratio tends to zero at the sink itself. The factor 0.61 is therefore the mildest correction for perfect sinks, not a typical one.

\subsection*{If the vacancies are charged}

Suppose each vacancy has charge $+ze$ and has released $z$ free electrons. The electrons move fast enough to stay in equilibrium, and the material stays nearly neutral, so $n=zC$. With electrostatic potential $\phi$ and electron chemical potential $\mu$, electron equilibrium means $\mu-e\phi={\rm const}$, hence $e\nabla\phi=\nabla\mu$. The vacancy flux follows from its own electrochemical potential, $kT\ln C+ze\phi$:
\begin{align}
\mathbf J&=-\frac{DC}{kT}\nabla\left(kT\ln C+ze\phi\right)
=-D\left[\nabla C+\frac{zC}{kT}\frac{d\mu}{dn}\,z\nabla C\right] \nonumber\\
&=-D\left[1+\frac{z}{kT}\,n\frac{d\mu}{dn}\right]\nabla C .
\end{align}
For a dilute electron gas $\mu=kT\ln n+{\rm const}$, so $n\,d\mu/dn=kT$ and the bracket is $1+z$. The axial law then keeps its form, but the extracted coefficient is $(1+z)D$. This limit does not describe the filament of the question. At $250\,^\circ$C, with the free-electron mass, it requires $n$ well below $6\times10^{19}\ \mathrm{cm^{-3}}$; for $z=2$ the cylinder would then hold fewer than three vacancies, too few for a continuum description.

For a degenerate free-electron gas, $\mu\simeq E_F\propto n^{2/3}$ and $n\,d\mu/dn=2E_F/3$. Take $z=2$, the free-electron mass and a rough $C_0=3\times10^{21}\ \mathrm{cm^{-3}}$. Then $E_F=1.20$ eV, while $kT=0.0451$ eV in the bake, and the bracket starts near 37. It falls as the filament spreads, so the diffusion equation becomes nonlinear and Eq.~\eqref{eq:axis} no longer holds. A numerical solution of this nonlinear problem, with the bracket computed from Fermi statistics, reaches $f=0.5$ so early that Eq.~\eqref{eq:D} overstates the bare $D$ by a factor of about 21. The factor depends on the assumed mass and concentration: half the free-electron mass gives about 40, and $C_0=10^{21}\ \mathrm{cm^{-3}}$ with the free-electron mass gives about 11. Electrons bound at the vacancies leave them neutral and remove the effect.

\subsection*{Smaller corrections}

\begin{itemize}
\item \textbf{Blurred edge.} Diffusion for a time $t$ gives a Gaussian variance $2Dt$ along each axis. If the initial disc is itself blurred by a Gaussian of standard deviation $\sigma$ along each axis, this adds $\sigma^2$, so $4Dt$ becomes $4Dt+2\sigma^2$ and $D$ is lowered by $\sigma^2/2t_R$. For $\sigma=0.5$ nm the change is $-5.5\%$. Another edge shape of similar width can give a different correction.
\item \textbf{Discrete hops.} A lattice random walk with hop length 0.26 nm gives an axial fraction of 0.504 at $t_R$. The continuum law for a disc of the same area gives 0.503.
\item \textbf{Side wall.} The spreading length $\sqrt{4Dt_R}$ is 3.0 nm. For a cell of half-width 20 nm, the Gaussian factor from the filament edge to the wall is $e^{-(17.5/3.0)^2}\approx e^{-34}$, which is negligible.
\item \textbf{Number fluctuations.} With the same $C_0$, a core of radius 1 nm and height 5 nm, filled uniformly at the threshold concentration $fC_0$, contains on average 23.6 vacancies. For independent vacancies the relative fluctuation is about $1/\sqrt{23.6}=21\%$, so $\delta f\approx0.10$. The last coefficient in Eq.~\eqref{eq:sens} is $-2.89$, which turns this $\delta f$ into an uncertainty of about 30\% in $D$. This is a rough scale based on the fluctuation at one fixed time. If a device fails as soon as its count first drops below the threshold, fluctuations tend to bring failure forward, so the inferred $D$ is also biased upwards and the total error can exceed 30\%. The chosen core radius affects this estimate.
\end{itemize}

\subsection*{What the number means for a real cell}

A radius of a few nanometres, a film of 5 nm and a bake of about a day at $250\,^\circ$C are rough but reasonable values for hafnium-oxide cells. A real filament need not be a uniform cylinder, and its electrodes may exchange oxygen with the oxide. Perfect sinks lower the inferred $D$ to 0.61 of its first value if mid-height sets the failure, and much further if a section near an electrode does. Fully ionized vacancies with free electrons lower it by a factor of about 21 for the mass and concentration assumed here, and by more for a lighter mass. I would therefore report $2\times10^{-19}\ \mathrm{cm^2/s}$ as an effective radial coefficient at $250\,^\circ$C, conditional on $f=0.5$, and not as a measured property of a single vacancy.

It also does not apply at the temperature of use. To extrapolate, one needs a second bake temperature or an assumed prefactor. Suppose the effective coefficient behaves like that of a single thermally activated hop, $D=\nu b^2e^{-E/kT}$, with hop length $b=0.26$ nm and a rough attempt rate $\nu=10^{13}\ \mathrm{s^{-1}}$. Then
\begin{equation}
E=kT_{\rm bake}\ln\frac{\nu b^2}{D}=1.71\ \mathrm{eV}.
\end{equation}
With $a$ and $f$ held fixed, $t_R\propto1/D$, and therefore
\begin{equation}
\frac{t_{\rm use}}{t_{\rm bake}}
=\exp\!\left[\frac{E}{k}\left(\frac1{T_{\rm use}}-\frac1{T_{\rm bake}}\right)\right]
=\left(\frac{\nu b^2}{D}\right)^{T_{\rm bake}/T_{\rm use}-1},
\end{equation}
where $D$ is the bake value. At $85\,^\circ$C this gives about $4\times10^{12}$ s. A tenfold larger $\nu$ raises $E$ to 1.81 eV and the time by a factor $10^{523.15/358.15-1}=2.9$. Such a long time says that this one mechanism would be very slow at $85\,^\circ$C under the assumed prefactor. It is not a lifetime for the device, since a process with a lower barrier could dominate there without being visible in the bake.

\section*{Numbers as computed}
\begin{verbatim}
filament radius a: 2.5 nm
oxide thickness: 5.0 nm
retention time in bake: 1.0e+05 s
failure fraction f: 0.50
bake temperature: 523.15 K
ln(1/(1-f)): 0.6931
extracted D: 2.254e-05 nm2/s = 2.254e-19 cm2/s
D*t_R: 2.254 nm2
t/t_R, axial C/C0 by formula, by simulation:
  0.1  0.9990  0.9990
  0.5  0.7500  0.7501
  1.0  0.5000  0.5000
  2.0  0.2929  0.2929
  10.0  0.0670  0.0670
core radius at 0.5 t_R: 1.93 nm
core radius at 0.9 t_R: 0.93 nm
D if f = 0.3: 4.381e-05 nm2/s
D if f = 0.7: 1.298e-05 nm2/s
d ln D/df, formula: -2.885, simulation: -2.886
D from late-time tail: 3.125e-05 nm2/s
tail D / full D: 1.386
cell half-width: 20.0 nm
spreading length sqrt(4 D t_R): 3.00 nm
absorbing electrodes, mid-height factor: 0.523
D with absorbing electrodes: 1.376e-05 nm2/s
ratio to extracted D: 0.610
initial edge blur sigma: 0.50 nm
D with blurred edge: 2.129e-05 nm2/s
blur correction to D: -5.5 %
hop length: 0.26 nm
axial C/C0, lattice walk: 0.5040
axial C/C0, matched continuum: 0.5030
initial vacancy concentration: 3.0e+21 cm^-3
vacancies in filament: 295
sampled core radius: 1.0 nm
vacancies in sampled core at failure: 23.6
relative number fluctuation: 21 %
resulting relative spread in D: 30 %
ionized case, vacancy charge number: 2
ionized case, Fermi energy: 1.20 eV
thermal energy in bake: 0.0451 eV
ionized case, initial D_eff/D: 36.7
ionized case, extracted D / bare D: 20.8
assumed attempt rate: 1.0e+13 1/s
inferred barrier: 1.71 eV
temperature of use: 358.15 K
extrapolated retention in use: 3.9e+12 s
barrier for 10x attempt rate: 1.81 eV
retention for 10x attempt rate: 1.1e+13 s
ratio of the two retentions: 2.89
\end{verbatim}
